# Variational dipole correction for slabs and its Hellmann-Feynman force

Take two rigid charged sheets facing each other, with charge $-q$ per area $A$ on the left and $+q$ on the right, a distance $d$ apart. In Hartree atomic units, with positive charge counted positive, the isolated pair has the field $-4\pi q/A$ between the sheets and none outside. The field energy per area $A$ is

$$
E_{\rm iso}=\frac{Ad}{8\pi}\left(\frac{4\pi q}{A}\right)^2=\frac{2\pi q^2d}{A}.
$$

Now repeat the pair along $z$ with period $L$, and require the potential to be periodic too. Let the field be $\mathcal E_{\rm in}$ between the sheets and $\mathcal E_{\rm out}$ in the remaining length $L-d$. Periodicity and Gauss's law at the positive sheet give

$$
\mathcal E_{\rm in}d+\mathcal E_{\rm out}(L-d)=0,\qquad
\mathcal E_{\rm out}-\mathcal E_{\rm in}=\frac{4\pi q}{A}.
$$

Their solution is $\mathcal E_{\rm in}=-(4\pi q/A)(1-d/L)$ and $\mathcal E_{\rm out}=(4\pi q/A)(d/L)$. There is now a field in the vacuum, and the energy is

$$
E_{\rm per}=\frac{2\pi q^2}{A}\left[d\left(1-\frac dL\right)^2+(L-d)\frac{d^2}{L^2}\right]
=\frac{2\pi q^2d}{A}\left(1-\frac dL\right),
$$

because $L-d=L(1-d/L)$ lets a factor $d(1-d/L)$ be taken out, leaving $(1-d/L)+d/L=1$. With the dipole $M=qd$ and the cell volume $V=AL$, the periodic energy is too low by

$$
E_{\rm iso}-E_{\rm per}=\frac{2\pi q^2d^2}{AL}=\frac{2\pi M^2}{V}.
$$

The force on the positive sheet follows by moving it, which changes $d$. The isolated force is $-2\pi q^2/A$ and the periodic one is $-(2\pi q^2/A)(1-2d/L)$. The missing part is $-4\pi q^2d/(AL)=-4\pi Mq/V$, which is the charge $q$ times a uniform field $-4\pi M/V$. The energy correction is half of $M\cdot4\pi M/V$, but the force contains the full field. The factor 2 comes from differentiating a square.

A real slab differs in that its electrons respond when an ion moves. Let $\rho=\rho_{\rm ion}-n$ be the charge density, with $n$ the electron number density. The cell is neutral, and the coordinate $z$ runs from $-L/2$ to $L/2$, jumping at a cut that is fixed in the vacuum. For ions of charge $Z_I$ at heights $z_I$,

$$
M=\int z\,\rho\,d^3r=\sum_I Z_Iz_I-\int z\,n\,d^3r .
$$

With pseudopotentials, $Z_I$ is the valence charge. Neutrality matters: for a net charge $Q$, moving the origin by $s$ would change $M$ by $-Qs$, and the formulas below would lose their meaning.

Let $\bar\rho(z)$ be the average of $\rho$ over the plane. The isolated slab, with no applied field, has the averaged potential

$$
\phi_{\rm iso}(z)=-2\pi\int|z-z'|\,\bar\rho(z')\,dz'.
$$

To the right of all charge, $|z-z'|=z-z'$. The term in $z$ vanishes by neutrality and the rest is $+2\pi M/A$. To the left the sign is reversed. The potential is therefore flat on both sides, with a jump $4\pi M/A$ across the slab. The periodic potential $\phi_{\rm per}$ obeys the same Poisson equation inside the cell, so the two differ by a linear function, $\phi_{\rm iso}-\phi_{\rm per}=az+b$. Since $\phi_{\rm per}$ has equal values at the two ends, the whole jump comes from $aL$, so that $a=4\pi M/V$ and

$$
\phi_{\rm iso}=\phi_{\rm per}+\frac{4\pi M}{V}z+b .
$$

The electrostatic energy is half the integral of charge times potential. The constant $b$ drops out by neutrality, and $\int z\rho\,d^3r=M$, so

$$
\frac12\int\rho\,\phi_{\rm iso}\,d^3r
=\frac12\int\rho\,\phi_{\rm per}\,d^3r+\frac{2\pi M^2}{V}.
$$

This treats the planar average. A charge component with in-plane wave vector $G\neq0$ produces a potential that decays as $e^{-G|z-z'|}$. For a slab of thickness $w$, its nearest periodic image contributes an error of order $e^{-G(L-w)}$, which a sufficient vacuum removes.

The corrected total energy is accordingly

$$
E[\{\psi_i\},\{\mathbf R_I\}]=E_{\rm per}[\{\psi_i\},\{\mathbf R_I\}]+\frac{2\pi M^2}{V},
$$

where $E_{\rm per}$ now stands for the complete ordinary Kohn-Sham energy of the periodic cell: kinetic, exchange-correlation and electrostatic parts, and any pseudopotential terms.

If the density changes by $\delta n$, the dipole changes by $\delta M=-\int z\,\delta n\,d^3r$, and

$$
\delta\left(\frac{2\pi M^2}{V}\right)
=\frac{4\pi M}{V}\,\delta M+\frac{2\pi}{V}(\delta M)^2
=-\frac{4\pi M}{V}\int z\,\delta n\,d^3r+\frac{2\pi}{V}(\delta M)^2 .
$$

The first-order part identifies the potential energy that the correction adds for an electron,

$$
v_{\rm dip}(z)=-\frac{4\pi M}{V}z .
$$

It is the electron charge $-1$ times the linear potential found above, at full strength. The electrostatic correction and the functional derivative of the energy correction are thus the same object, which is the condition for a variational scheme. The second-order part is never negative, so the correction is convex in the density. The complete Kohn-Sham functional need not be convex, but the force theorem requires no more than stationarity.

Let $h_{\rm per}$ be the ordinary Kohn-Sham Hamiltonian, and let the occupations $f_i$ be fixed. Making $E$ stationary under the constraint of orthonormal orbitals gives, for orbitals chosen to diagonalize the Hamiltonian,

$$
h\,\psi_i=\varepsilon_i\psi_i,\qquad h=h_{\rm per}+v_{\rm dip},
$$

where $M$ in $v_{\rm dip}$ is updated with the density until both agree. Now move ion $I$ along $z$. The energy changes through its explicit dependence on $z_I$ and through the orbitals:

$$
\frac{dE}{dz_I}=\frac{\partial E}{\partial z_I}
+\sum_if_i\left[\left\langle\frac{\partial\psi_i}{\partial z_I}\middle|h\middle|\psi_i\right\rangle
+\left\langle\psi_i\middle|h\middle|\frac{\partial\psi_i}{\partial z_I}\right\rangle\right].
$$

By the orbital equation, the bracket equals $\varepsilon_i\,\partial\langle\psi_i|\psi_i\rangle/\partial z_I$, which is zero because the norm stays 1. Only the explicit derivative survives. At fixed orbitals, $\partial M/\partial z_I=Z_I$, and therefore

$$
\boxed{F_{I,z}=-\frac{dE}{dz_I}=F_{I,z}^{\rm per}-\frac{4\pi M}{V}Z_I}
$$

Here $F_I^{\rm per}=-\partial E_{\rm per}/\partial\mathbf R_I$ is the usual force expression, evaluated with the corrected density. The second term is the bare ionic charge in the field $-4\pi M/V$ of the dipole potential. The in-plane components acquire no explicit term, although the corrected density influences them.

The argument also holds in a finite basis that stays fixed when ions move, such as plane waves in a fixed cell, because $\partial\psi_i/\partial z_I$ then lies in the space where the orbital equation is satisfied. A basis attached to the ions adds Pulay terms, in which $h$ must include $v_{\rm dip}$. The step $\partial M/\partial z_I=Z_I$ also assumes all-electron or norm-conserving potentials. With ultrasoft or PAW potentials, part of $n$ is an augmentation charge that moves with the ion at fixed orbitals, and $v_{\rm dip}$ must then be included in the augmentation terms of the force as well.

If the whole slab is shifted rigidly and no charge meets the cut, neutrality leaves $M$ unchanged, and so is $E$. Hence $\sum_IF_{I,z}=0$. The self-consistent density moves along with the ions, so the total derivatives $dM/dz_I$, which include the electronic response, also add up to zero.

The energy can also be assembled from the eigenvalue sum, and the dipole term must then be counted with care. Write $M=M_{\rm ion}+M_{\rm el}$ with $M_{\rm el}=-\int zn\,d^3r$. The sum $\sum_if_i\varepsilon_i$ already contains $\int n\,v_{\rm dip}\,d^3r=4\pi MM_{\rm el}/V$, whereas the energy should contain $2\pi M^2/V$. The term to add is

$$
\frac{2\pi M^2}{V}-\frac{4\pi MM_{\rm el}}{V}
=\frac{2\pi}{V}M\,(M-2M_{\rm el})
=\frac{2\pi}{V}\left(M_{\rm ion}^2-M_{\rm el}^2\right),
$$

since $M-2M_{\rm el}=M_{\rm ion}-M_{\rm el}$. This form assumes that $v_{\rm dip}$ is zero at the coordinate origin.

A model slab, uniform in the plane, shows the sizes involved. It has $A=40$ bohr², $L=50$ bohr and $V=2000$ bohr³. Ion 1 is a Gaussian sheet of charge 1.5 per cell at $z=-2$ bohr, and ion 2 is one of charge 0.5 at $z=+2$ bohr; both have a standard deviation of 0.6 bohr, on which the numbers below depend. Two electrons of opposite spin share one orbital $\psi(z)$, with this occupation held fixed and the in-plane motion left out. This is a constraint of the model. With in-plane states filled, the Fermi energy $\pi\times2/40=0.157$ hartree would exceed the spacing of about 0.10 hartree to the next $z$-level, a second level would be occupied, and the numbers below would change considerably ($M$ falls to about 0.08 e bohr). The electrons are treated with the Hartree energy and local exchange; correlation is left out, and no real material is meant.

The self-consistent dipole is $M=0.25524$ e bohr, which gives

$$
\frac{2\pi M^2}{V}=\frac{2\pi(0.25524)^2}{2000}=2.047\times10^{-4}\ \text{hartree},
$$

$$
\frac{4\pi M}{V}=\frac{4\pi(0.25524)}{2000}=1.6037\times10^{-3}\ \text{hartree/(e bohr)}.
$$

Over 50 bohr the linear potential rises by 0.0802 hartree/e, the jump found for the isolated slab. For ion 1 the force is

$$
F_1=0.014387-1.5\times0.0016037=0.011981\ \text{hartree/bohr},
$$

or 0.616 eV/Å. For ion 2 it is $-0.011179-0.5\times0.0016037=-0.011981$ hartree/bohr. The two ions are drawn together by equal and opposite forces. Finite differences of re-converged energies reproduce both forces to the eight decimals printed. So does a separate calculation with an open-boundary Coulomb kernel, which uses no dipole correction and also gives the same energy, $-0.173525$ hartree.

For the eigenvalue sum, $M_{\rm ion}=1.5(-2)+0.5(2)=-2$ e bohr and $M_{\rm el}=0.25524+2=2.25524$ e bohr. The term to add is $2\pi(4-5.0861)/2000=-0.003412$ hartree. Here it is negative and much larger in size than the dipole energy itself, because it also removes the part $4\pi MM_{\rm el}/V=0.0016037\times2.25524=0.003617$ hartree held in the eigenvalue sum. That part depends on where the slab lies relative to the origin: with the centroid of the electrons at $z=0$, $M_{\rm el}$ would vanish and the term would be just $2\pi M^2/V$.

Stationarity can be examined directly by mixing into $\psi$ a small amount of the normalized function proportional to $(z-\langle z\rangle)\psi$, which polarizes the slab. The slope of the corrected energy is zero to within $3\times10^{-10}$ hartree per unit of mixing amplitude. If the potential is kept but the term $2\pi M^2/V$ is left out of the energy, the slope at the same orbital is 0.0135 hartree.

This omission also spoils the forces. The reported energy would be $E'=E-2\pi M^2/V$, whose negative derivative is

$$
-\frac{dE'}{dz_I}=F_{I,z}+\frac{4\pi M}{V}\frac{dM}{dz_I}.
$$

Here the total derivative appears, with the electronic response included. For ion 1 it is $-0.0866$ e, far from the bare charge of 1.5 e, because the electrons largely follow the ion and slightly overcompensate it. The mismatch is $0.0016037\times(-0.0866)=-1.39\times10^{-4}$ hartree/bohr, about 1.2% of the force. In a strongly screened slab such an inconsistency can be small enough to pass for numerical noise.

The opposite inconsistency is to converge the density without the correction and add $2\pi M_{\rm unc}^2/V$ afterwards, with $M_{\rm unc}$ the uncorrected dipole. That density makes $E_{\rm per}$ stationary, but not the sum. The true negative derivative of the sum is

$$
F_{I,z}^{\rm unc}-\frac{4\pi M_{\rm unc}}{V}\frac{dM_{\rm unc}}{dz_I},
$$

where $F_I^{\rm unc}$ is the uncorrected force. Replacing $dM_{\rm unc}/dz_I$ by $Z_I$ is not allowed. For ion 1 the true value is 0.01203 hartree/bohr, while the bare-charge expression gives 0.00892, which is 26% lower. The simple force formula belongs to the self-consistent correction.

The error made without any correction can be estimated from the slab's linear response. Let $W(M)$ be the lowest energy of the isolated slab when its dipole is held at $M$. Near the unconstrained value $M_0$,

$$
W(M)\simeq E_0+\frac{(M-M_0)^2}{2\alpha},
$$

with $\alpha$ the polarizability of one cell of the isolated slab. The uncorrected calculation minimizes $W(M)-2\pi M^2/V$. Setting the derivative to zero gives

$$
\frac{M_{\rm unc}-M_0}{\alpha}=\frac{4\pi M_{\rm unc}}{V},
\qquad
M_{\rm unc}=\frac{M_0}{1-4\pi\alpha/V},
$$

a minimum if $V>4\pi\alpha$. The spurious field thus enlarges the dipole. Using the first relation to eliminate $\alpha$, the energy error is

$$
\frac{(M_{\rm unc}-M_0)}{2}\frac{4\pi M_{\rm unc}}{V}-\frac{2\pi M_{\rm unc}^2}{V}
=-\frac{2\pi M_0M_{\rm unc}}{V}.
$$

In the example $M_{\rm unc}=0.30628$ e bohr, 20% above $M_0=0.25524$ e bohr. The formula gives $-2.456\times10^{-4}$ hartree, and the computed error is $-2.457\times10^{-4}$ hartree. At $L=80$ bohr both are $-1.428\times10^{-4}$ hartree. The error falls slowly, roughly as $1/L$, so extra vacuum is an inefficient cure.

The uncorrected force on ion 1 is 0.01180 hartree/bohr, 1.5% below the corrected one, although the explicit dipole term amounts to 20% of the corrected force. The periodic part itself changes from 0.01180 to 0.01439 hartree/bohr when the density relaxes in the corrected potential. This rise, $0.014387-0.011805=0.002582$ hartree/bohr, slightly exceeds the size of the explicit term, $-0.002406$ hartree/bohr, so the two nearly cancel and the net change of $+0.000176$ hartree/bohr has the opposite sign to the explicit term. For rigid charges, such as the two sheets above, the dipole term is the whole error in an uncorrected force. When the electrons respond, as here, it can misjudge that error in both size and sign.

Agreement between forces and finite differences shows that energy and force belong together. It does not show that the electrostatics is right. Suppose that the cut passes through a region of planar-averaged electron density $n_{\rm cut}$, still clear of ionic charge. Shift ions and orbitals together by a small $s$ to the right. Then $An_{\rm cut}s$ electrons leave at the right end and re-enter at the left, where their coordinate is smaller by $L$. Since electrons count negatively, $M$ grows by $LAn_{\rm cut}s$. Every other part of the energy is unchanged by the shift, and stationarity makes this trial shift sufficient to first order, so

$$
\sum_IF_{I,z}=-\frac{4\pi M}{V}\,LAn_{\rm cut}=-4\pi Mn_{\rm cut}.
$$

An isolated slab cannot exert a net force on itself, so this is an artefact, yet the functional remains variational. With the model slab moved by 17.5 bohr towards the cut, the finite-difference force on ion 2 still agrees with the analytic one, $-0.012131$ hartree/bohr. The net force, however, is $-8.43\times10^{-5}$ hartree/bohr, against $-8.45\times10^{-5}$ from the formula. These values refer to a grid of 0.25 bohr, on which the jump in $z$ falls at 24.875 bohr, half a step before $L/2$. With the jump exactly at $L/2$, where the tail is thinner, the net force and the formula both give $-7.35\times10^{-5}$ hartree/bohr and the force on ion 2 is $-0.012113$ hartree/bohr. A check of the forces should therefore include their sum, and the density at the cut should be inspected.

A slab with in-plane structure tests the remaining assumption. Take a square lattice of side 6 bohr with a charge $+1$ at height 0 and a charge $-1$ at height 2 bohr in each cell, repeated with $L=24$ bohr. Then $V=864$ bohr³ and $M=-2$ e bohr. The Ewald energy, corrected, is

$$
-0.44908+\frac{2\pi(-2)^2}{864}=-0.41999\ \text{hartree},
$$

and the corrected force on the negative charge is

$$
-0.29754-\frac{4\pi(-2)(-1)}{864}=-0.32663\ \text{hartree/bohr}.
$$

A direct sum over the single isolated layer gives the same two values. The program checks the corrected forces of the model slab against finite differences of the energy, and the corrected energies and forces against the open-boundary slab and the direct layer sum, neither of which uses the dipole correction.

## Table of computed values

```
Cell: area 40.0 bohr^2, length 50.0 bohr, grid 0.25 bohr
Sheets: charges [1.5 0.5] e, z [-2.  2.] bohr, width 0.6 bohr
Electrons per cell: 2; ion step 0.02 bohr
Trial orbital, energy slope from potential: 0.39388256 hartree
Trial orbital, energy slope numerical: 0.39388256 hartree
Corrected energy: -0.17352481 hartree
Isolated-slab energy: -0.17352481 hartree
Uncorrected energy: -0.17377048 hartree
Corrected dipole M: 0.255241 e bohr
Isolated dipole: 0.255241 e bohr
Uncorrected dipole: 0.306283 e bohr
Dipole energy 2 pi M^2/V: 0.00020467 hartree
Potential slope 4 pi M/V: 0.00160373 hartree/(e bohr)
Isolated potential jump: 0.080186 hartree/e
Ion 1 periodic part of force: 0.01438672 hartree/bohr
Ion 1 dipole part of force: -0.00240559 hartree/bohr
Ion 1 total analytic force: 0.01198113 hartree/bohr
Ion 1 finite-difference force: 0.01198113 hartree/bohr
Ion 1 isolated-slab force: 0.01198113 hartree/bohr
Ion 1 uncorrected force: 0.01180465 hartree/bohr
Ion 1 dM/dz: -0.086612 e
Ion 1 force error, energy term dropped: -0.00013890 hartree/bohr
Ion 2 periodic part of force: -0.01117927 hartree/bohr
Ion 2 dipole part of force: -0.00080186 hartree/bohr
Ion 2 total analytic force: -0.01198113 hartree/bohr
Ion 2 finite-difference force: -0.01198113 hartree/bohr
Ion 2 isolated-slab force: -0.01198113 hartree/bohr
Ion 2 uncorrected force: -0.01180465 hartree/bohr
Ion 2 dM/dz: 0.086612 e
Ion 2 force error, energy term dropped: 0.00013890 hartree/bohr
Ion 1 total force: 0.61609 eV/angstrom
Sum of corrected forces: 6.4e-11 hartree/bohr
Sum of dM/dz: -3.1e-09 e
Sum of dM/dz, L = 30 bohr: 2.0e-05 e
A L n(cut), L = 30 bohr: 2.1e-05 e
Stationary slope, full energy: 2.8e-10 hartree
Slope with energy term dropped: 0.01345103 hartree
Curvature along polarizing direction: 2.94409 hartree
Post-added energy, ion 1 true force: 0.01202788 hartree/bohr
Post-added energy, ion 1 bare-charge force: 0.00891801 hartree/bohr
Eigenvalue: -0.18751705 hartree
Band-sum dipole term: -0.00341212 hartree
Band-sum total energy: -0.17352481 hartree
Uncorrected energy error, L = 50 bohr: -0.00024567 hartree
Linear-response value, L = 50 bohr: -0.00024560 hartree
Uncorrected energy error, L = 80 bohr: -0.00014283 hartree
Linear-response value, L = 80 bohr: -0.00014282 hartree
Bad cut (slab moved 17.5 bohr), ion 2 force: -0.01213061 hartree/bohr
Bad cut, ion 2 finite difference: -0.01213061 hartree/bohr
Bad cut, sum of forces: -0.00008433 hartree/bohr
Bad cut, -4 pi M n(cut): -0.00008453 hartree/bohr
Point pairs: side 6.0, length 24.0, separation 2.0 bohr
Pairs, Ewald energy: -0.44908237 hartree
Pairs, corrected energy: -0.41999354 hartree
Pairs, direct layer energy: -0.41999355 hartree
Pairs, Ewald force on charge -1: -0.29754474 hartree/bohr
Pairs, corrected force: -0.32663356 hartree/bohr
Pairs, direct layer force: -0.32663356 hartree/bohr
```
